# Band gap of a honeycomb lattice with one unequal bond: test program

```python
"""Gap of a honeycomb lattice with hoppings t1, t2, t2 (all positive).

Result under test: gap = 2*max(0, t1 - 2*t2) at one electron per site.
t1: hopping on the bond along y; t2: hopping on the other two bonds.
theta1, theta2: Bloch phases k.a1 and k.a2 along the lattice vectors.
q0 = arccos(t1/(2*t2)): the bands touch at (pi+q0, pi-q0) and its mirror.
Example: graphene under uniform strain, with rough typical parameters.
Lengths inside the functions are in units of the unstrained bond length.
"""
import numpy as np
from scipy import constants
from scipy.linalg import eigh
from scipy.optimize import brentq, minimize

LATTICE = np.array([[np.sqrt(3) / 2, 1.5], [-np.sqrt(3) / 2, 1.5]])
T0 = 2.7              # eV, unstrained hopping, rough
BOND = 0.142          # nm, unstrained bond length, rough
POISSON = 0.17        # rough
DECAY = 3.4           # decay of hopping with relative bond length, rough
T_THIRD = 0.3         # eV, trial third-neighbour hopping
T_SECOND = 0.1        # eV, trial second-neighbour hopping
OVERLAP = 0.1         # trial overlap of neighbouring orbitals
OFFSET = 0.01         # eV, trial site energies +OFFSET and -OFFSET
TEMPERATURE = 360.0   # K, a hot chip
BREAKING = 0.2        # rough breaking strain


def lattice_spectrum(hop, offset=0.0, n=12):
    """Diagonalize a periodic crystal of 2*n*n atoms built from positions."""
    i, j = np.divmod(np.arange(n * n), n)
    cells = np.stack([i, j], axis=1)
    steps = (cells[None, :, :] - cells[:, None, :]).astype(float)
    steps -= n * np.round(steps / n)
    displacement = steps @ LATTICE + np.array([0.0, 1.0])
    length = np.linalg.norm(displacement, axis=2)
    assert np.all(np.isclose(length, 1).sum(axis=1) == 3)
    block = -hop(displacement)
    site = offset * np.eye(n * n)
    return np.linalg.eigvalsh(np.block([[site, block], [block.T, -site]]))


def two_value_hop(t1, t2):
    def hop(disp):
        near = np.isclose(np.linalg.norm(disp, axis=2), 1)
        return np.where(near, np.where(disp[:, :, 1] > 0.9, t1, t2), 0.0)
    return hop


def positional_hop(exx, eyy, third=0.0):
    """Hopping from the actual strained distances between atoms."""
    def hop(disp):
        old = np.linalg.norm(disp, axis=2)
        new = np.linalg.norm(disp * np.array([1 + exx, 1 + eyy]), axis=2)
        near = np.where(np.isclose(old, 1), T0 * np.exp(-DECAY * (new - 1)), 0)
        far = np.where(np.isclose(old, 2), third * np.exp(-DECAY * (new - 2)), 0)
        return near + far
    return hop


def central_gap(levels):
    half = len(levels) // 2
    return levels[half] - levels[half - 1]


def bloch_sum(th1, th2, hops):
    return sum(t * np.exp(1j * (n1 * th1 + n2 * th2))
               for (n1, n2), t in hops.items())


def near_hops(t1, t2):
    return {(0, 0): t1, (-1, 0): t2, (0, -1): t2}


def search_gap(hops):
    """Numerical search for the smallest band separation over all phases."""
    grid = 2 * np.pi * np.arange(60) / 60
    g1, g2 = np.meshgrid(grid, grid, indexing="ij")
    best = np.argmin(np.abs(bloch_sum(g1, g2, hops)))
    found = minimize(lambda x: abs(bloch_sum(x[0], x[1], hops)) ** 2,
                     [g1.flat[best], g2.flat[best]], method="Nelder-Mead",
                     options={"xatol": 1e-10, "fatol": 1e-20, "maxiter": 1000})
    return 2 * np.sqrt(found.fun), found.x


def gap_formula(t1, t2):
    return 2 * max(0.0, t1 - 2 * t2)


def bond_lengths(exx, eyy):
    return 1 + eyy, np.sqrt(0.75 * (1 + exx) ** 2 + 0.25 * (1 + eyy) ** 2)


def strained_hoppings(exx, eyy):
    d1, d2 = bond_lengths(exx, eyy)
    return T0 * np.exp(-DECAY * (d1 - 1)), T0 * np.exp(-DECAY * (d2 - 1))


def threshold(decay, kept=1.0):
    """Strain across the t1 bond at which t1 = 2*t2.

    kept: fraction of the bond-length difference left after relaxation."""
    def excess(e):
        d1, d2 = bond_lengths(e, -POISSON * e)
        return decay * kept * (d2 - d1) - np.log(2)
    return brentq(excess, 0.0, 0.8)


# Whole spectrum of the atom-by-atom crystal against the band formula
t1, t2 = 1.3, 0.9
mesh = 2 * np.pi * np.arange(12) / 12
m1, m2 = np.meshgrid(mesh, mesh, indexing="ij")
p, q = (m1 + m2) / 2, (m1 - m2) / 2
square = (t1**2 + 4 * t1 * t2 * np.cos(p) * np.cos(q)
          + 4 * t2**2 * np.cos(q) ** 2)
band = np.sqrt(np.maximum(square, 0)).ravel()
assert np.allclose(lattice_spectrum(two_value_hop(t1, t2)),
                   np.sort(np.concatenate([-band, band])), atol=1e-9)

# Zero-energy states: two touching points, which merge into one at t1 = 2*t2
print("Zero-energy states of the 288-atom crystal (t2 = 1):")
for q0, expected in [(np.pi / 3, 4), (np.pi / 6, 4), (0.0, 2)]:
    ratio = 2 * np.cos(q0)
    levels = lattice_spectrum(two_value_hop(ratio, 1.0))
    zeros = int(np.sum(np.abs(levels) < 1e-9))
    assert zeros == expected
    print(f"  t1/t2 = {ratio:.4f}: {zeros} states")

# Search over all phases for ratios that do not fit the finite crystal
print("Gap in units of t2, numerical search | formula:")
for ratio in [0.5, 1.0, 1.5, 1.9, 2.1, 2.5, 3.0]:
    gap, angles = search_gap(near_hops(ratio, 1.0))
    assert abs(gap - gap_formula(ratio, 1.0)) < 1e-6
    if ratio < 2:
        assert abs(abs(angles[0] - angles[1]) / 2
                   - np.arccos(ratio / 2)) < 1e-5
    else:
        assert np.allclose(angles, np.pi, atol=1e-5)
    print(f"  t1/t2 = {ratio:.1f}: {gap:.4f} | {gap_formula(ratio, 1.0):.4f}")

# Graphene stretched across the t1 bond
print(f"Inputs: t0 = {T0} eV, bond = {BOND} nm, "
      f"Poisson ratio = {POISSON}, beta = {DECAY}")
for strain in [0.01, 0.10, 0.25]:
    exx, eyy = strain, -POISSON * strain
    d1, d2 = bond_lengths(exx, eyy)
    t1, t2 = strained_hoppings(exx, eyy)
    gap, angles = search_gap(near_hops(t1, t2))
    assert abs(gap - gap_formula(t1, t2)) < 1e-6
    print(f"Strain {100 * strain:.0f} % across the t1 bond:")
    print(f"  d1 = {BOND * d1:.4f} nm, d2 = {BOND * d2:.4f} nm")
    print(f"  t1 = {t1:.3f} eV, t2 = {t2:.3f} eV, t1/t2 = {t1 / t2:.3f}")
    if t1 <= 2 * t2:
        q0 = np.arccos(t1 / (2 * t2))
        assert abs(abs(angles[0] - angles[1]) / 2 - q0) < 1e-5
        print(f"  q0 = {np.degrees(q0):.2f} degrees, gap = {gap:.3f} eV")
    else:
        print(f"  t1 - 2 t2 = {t1 - 2 * t2:.3f} eV, gap = {gap:.3f} eV")

# The 25 % case again, from atomic positions
big, big_y = 0.25, -POISSON * 0.25
t1, t2 = strained_hoppings(big, big_y)
model_gap = gap_formula(t1, t2)
assert model_gap > 0
assert abs(central_gap(lattice_spectrum(positional_hop(big, big_y)))
           - model_gap) < 1e-9

# Stretching along the t1 bond weakens t1 and leaves the lattice gapless
s1, s2 = strained_hoppings(-POISSON * big, big)
along_gap, _ = search_gap(near_hops(s1, s2))
assert s1 < s2 and along_gap < 1e-6
print(f"Strain 25 % along the t1 bond: t1/t2 = {s1 / s2:.3f}, "
      f"gap = {along_gap:.3f} eV")

# Threshold strain, checked by a search on both sides
critical = threshold(DECAY)
for shift in [-0.005, 0.005]:
    e = critical + shift
    side_gap, _ = search_gap(near_hops(*strained_hoppings(e, -POISSON * e)))
    assert (side_gap > 1e-3) == (shift > 0)
    assert shift > 0 or side_gap < 1e-6
linear = 4 * np.log(2) / (3 * DECAY * (1 + POISSON))
small = 1e-5
c1, c2 = bond_lengths(small, -POISSON * small)
assert abs((c2 - c1) / small - 0.75 * (1 + POISSON)) < 1e-4
print(f"Bond difference at threshold: {BOND * np.log(2) / DECAY:.4f} nm")
print(f"Threshold strain: {100 * critical:.1f} % "
      f"(small-strain estimate {100 * linear:.1f} %)")

# Effects outside the model
weak, relaxed = threshold(3.0), threshold(DECAY, 2 / 3)
print(f"Threshold with beta = 3.0: {100 * weak:.1f} %")
print(f"Threshold if relaxation removes 1/3 of the bond difference: "
      f"{100 * relaxed:.1f} %")


def third_hops(e):
    """Near hoppings plus the three third-neighbour hoppings."""
    y = 1 - POISSON * e
    hops = near_hops(*strained_hoppings(e, -POISSON * e))
    side = T_THIRD * np.exp(-DECAY * (np.hypot(np.sqrt(3) * (1 + e), y) - 2))
    hops[(-1, -1)] = T_THIRD * np.exp(-DECAY * (2 * y - 2))
    hops[(1, -1)] = hops[(-1, 1)] = side
    return hops


def merging_value(e):
    return bloch_sum(np.pi, np.pi, third_hops(e)).real


third_critical = brentq(merging_value, 0.0, 0.3)
for shift in [-0.01, 0.01]:
    e = third_critical + shift
    side_gap, _ = search_gap(third_hops(e))
    assert abs(side_gap - 2 * max(0.0, merging_value(e))) < 1e-6
third_gap, _ = search_gap(third_hops(big))
assert abs(central_gap(lattice_spectrum(positional_hop(big, big_y, T_THIRD)))
           - third_gap) < 1e-6
print(f"Threshold with third-neighbour hopping {T_THIRD} eV: "
      f"{100 * third_critical:.1f} %")
print(f"Gap at 25 % with that hopping: {third_gap:.2f} eV")
chip_gap, _ = search_gap(third_hops(0.01))
assert chip_gap < 1e-6
print(f"Gap at 1 % with that hopping: {chip_gap:.3f} eV")

# Overlap: generalized eigenvalues over the zone, for the 25 % case
sigma = OVERLAP / T0
lower, upper = [], []
phases = 2 * np.pi * np.arange(24) / 24
for a in phases:
    for b in phases:
        f = bloch_sum(a, b, near_hops(t1, t2))
        ham = np.array([[0, -f], [-np.conj(f), 0]])
        metric = np.array([[1, sigma * f], [sigma * np.conj(f), 1]])
        e_low, e_high = eigh(ham, metric, eigvals_only=True)
        lower.append(e_low)
        upper.append(e_high)
overlap_gap = min(upper) - max(lower)
half_gap = t1 - 2 * t2
assert abs(overlap_gap - 2 * half_gap / (1 - (sigma * half_gap) ** 2)) < 1e-9
print(f"Change of the 25 % gap by overlap {OVERLAP}: "
      f"{1000 * (overlap_gap - model_gap):.3f} meV")

# Second neighbours shift both bands alike; test the indirect gap as well
fine = 2 * np.pi * np.arange(120) / 120
g1, g2 = np.meshgrid(fine, fine, indexing="ij")
size = np.abs(bloch_sum(g1, g2, near_hops(t1, t2)))
changes = []
for sign in [-1, 1]:
    common = 2 * sign * T_SECOND * (np.cos(g1) + np.cos(g2) + np.cos(g1 - g2))
    indirect = np.min(common + size) - np.max(common - size)
    changes.append(abs(indirect - model_gap))
assert max(changes) < 1e-9
print(f"Change of the 25 % gap by second-neighbour hopping {T_SECOND} eV: "
      f"{1000 * max(changes):.3f} meV")

# Unequal site energies open a gap even below the threshold
offset_gap = central_gap(lattice_spectrum(two_value_hop(np.sqrt(3), 1.0), OFFSET))
assert abs(offset_gap - 2 * OFFSET) < 1e-9
print(f"Gap below threshold from site energies +/-{1000 * OFFSET:.0f} meV: "
      f"{1000 * offset_gap:.1f} meV")
thermal = constants.k * TEMPERATURE / constants.e
print(f"Thermal energy at {TEMPERATURE:.0f} K: {1000 * thermal:.1f} meV")
print(f"Rough breaking strain: {100 * BREAKING:.0f} %")
lowest = min(critical, weak, relaxed, third_critical)
assert lowest > 0.01
print(f"Lowest threshold found / chip strain of 1 %: {lowest / 0.01:.0f}")

print("finished without a failed check")
```

It prints:

```
Zero-energy states of the 288-atom crystal (t2 = 1):
  t1/t2 = 1.0000: 4 states
  t1/t2 = 1.7321: 4 states
  t1/t2 = 2.0000: 2 states
Gap in units of t2, numerical search | formula:
  t1/t2 = 0.5: 0.0000 | 0.0000
  t1/t2 = 1.0: 0.0000 | 0.0000
  t1/t2 = 1.5: 0.0000 | 0.0000
  t1/t2 = 1.9: 0.0000 | 0.0000
  t1/t2 = 2.1: 0.2000 | 0.2000
  t1/t2 = 2.5: 1.0000 | 1.0000
  t1/t2 = 3.0: 2.0000 | 2.0000
Inputs: t0 = 2.7 eV, bond = 0.142 nm, Poisson ratio = 0.17, beta = 3.4
Strain 1 % across the t1 bond:
  d1 = 0.1418 nm, d2 = 0.1430 nm
  t1 = 2.716 eV, t2 = 2.636 eV, t1/t2 = 1.030
  q0 = 58.99 degrees, gap = 0.000 eV
Strain 10 % across the t1 bond:
  d1 = 0.1396 nm, d2 = 0.1522 nm
  t1 = 2.861 eV, t2 = 2.114 eV, t1/t2 = 1.353
  q0 = 47.42 degrees, gap = 0.000 eV
Strain 25 % across the t1 bond:
  d1 = 0.1360 nm, d2 = 0.1681 nm
  t1 = 3.120 eV, t2 = 1.446 eV, t1/t2 = 2.158
  t1 - 2 t2 = 0.228 eV, gap = 0.456 eV
Strain 25 % along the t1 bond: t1/t2 = 0.487, gap = 0.000 eV
Bond difference at threshold: 0.0289 nm
Threshold strain: 22.6 % (small-strain estimate 23.2 %)
Threshold with beta = 3.0: 25.5 %
Threshold if relaxation removes 1/3 of the bond difference: 33.5 %
Threshold with third-neighbour hopping 0.3 eV: 16.4 %
Gap at 25 % with that hopping: 1.60 eV
Gap at 1 % with that hopping: 0.000 eV
Change of the 25 % gap by overlap 0.1: 0.032 meV
Change of the 25 % gap by second-neighbour hopping 0.1 eV: 0.000 meV
Gap below threshold from site energies +/-10 meV: 20.0 meV
Thermal energy at 360 K: 31.0 meV
Rough breaking strain: 20 %
Lowest threshold found / chip strain of 1 %: 16
finished without a failed check
```
